Temperature Offset from a Thin Dielectric Film under a Three-Omega Heater

**Q:** You drive a metal line with current at angular frequency ω and read a voltage at 3ω. Which temperature is that, and which power causes it?

**A:** Let the current be I₀cos ωt′, with t′ the time, and let R′ be the line's resistance per length. The power per length is

I₀²R′cos²ωt′ = (I₀²R′/2)(1 + cos 2ωt′) = P(1 + cos 2ωt′).

So P = I₀²R′/2 is both the mean power per length and the amplitude of its oscillating part. Only the oscillating part matters here. It has angular frequency Ω = 2ω, and I write the heater temperature it causes, averaged over the line's width, as

Re[θ exp(iΩt′)].

The complex amplitude θ has an in-phase part Re θ and an out-of-phase part Im θ. A negative Im θ means that temperature lags power.

The line is its own thermometer. If its resistance changes by a fraction α per kelvin, the voltage contains a product of the current and this temperature. With φ the phase of θ,

cos ωt′ cos(2ωt′+φ) = ½[cos(3ωt′+φ) + cos(ωt′+φ)].

The 3ω voltage therefore has amplitude ½αV₀|θ|, where V₀ is the voltage amplitude at ω, and it carries the phase of θ. I treat P as fixed, which neglects the small feedback of α on the heating.

**Q:** Heat spreads sideways and downwards in the substrate. How do you get θ even without a film?

**A:** Take x across the line, y downwards, and a line much longer than the depth the heat reaches, so the problem is two-dimensional. In a material of conductivity κ and heat capacity per volume C,

C ∂T/∂t′ = κ(∂²T/∂x² + ∂²T/∂y²).

For a component exp(ikx + iΩt′), the time derivative gives iΩ and the second x derivative gives −k². Hence

d²T/dy² = q²T, q² = k² + iΩC/κ, Re q > 0.

In a thick substrate (subscript s) the solution must decay, so T ∝ exp(−q_s y). The downward flux at its top is −κ_s dT/dy = κ_s q_s T. The ratio of surface temperature to flux is the impedance

Z_s = 1/(κ_s q_s).

Now assume that the heater, of full width w, delivers a uniform flux P/w and that the surface beside it is insulated. The Fourier transform of the flux is

∫ (P/w) exp(−ikx) dx = P S(k), S(k) = sin(kw/2)/(kw/2),

with x running from −w/2 to w/2. Multiplying by the impedance Z(k) and transforming back gives the surface temperature

T(x) = (P/2π) ∫ S(k) Z(k) exp(ikx) dk.

Averaging exp(ikx) over the heater produces a second factor S(k). The integrand is even in k, so the two halves of the integral are equal:

θ = (P/π) ∫₀^∞ S² Z dk. (1)

For a bare substrate, Z = Z_s. For a layered one, only Z changes.

**Q:** Then put in the film. I want the matching done in full, since an approximation made too early could hide a frequency dependence.

**A:** Let the film have thickness t and subscript f, with perfect thermal contact on both faces. Define Z_f = 1/(κ_f q_f). Call the temperature and downward flux at its top T₀ and J₀. The solution with these values is

T(y) = T₀cosh(q_f y) − Z_f J₀ sinh(q_f y),
J(y) = −κ_f dT/dy = J₀cosh(q_f y) − (T₀/Z_f) sinh(q_f y).

At y = t the substrate requires T = Z_s J. Divide that condition by cosh(q_f t) and set τ = tanh(q_f t):

T₀ − Z_f J₀τ = Z_s(J₀ − T₀τ/Z_f).

Collect T₀ on the left and J₀ on the right:

T₀(1 + Z_sτ/Z_f) = J₀(Z_s + Z_fτ).

The new surface impedance is thus

Z = T₀/J₀ = Z_f(Z_s + Z_fτ)/(Z_f + Z_sτ).

Subtract Z_s over the common denominator. The terms Z_fZ_s cancel, leaving

Z − Z_s = τ(Z_f² − Z_s²)/(Z_f + Z_sτ).

With r = Z_s/Z_f = κ_f q_f/(κ_s q_s), this becomes

Z − Z_s = Z_fτ (1 − r²)/(1 + rτ). (2)

No approximation has been made beyond the stated model.

**Q:** Every factor in (2) depends on both k and Ω. What removes that dependence?

**A:** Three separate conditions do.

First, if |q_f t| ≪ 1, then τ ≈ q_f t and

Z_fτ ≈ q_f t/(κ_f q_f) = t/κ_f.

The unknown q_f has cancelled. At small k this needs Ωt²C_f/κ_f ≪ 1: heat crosses the film in a small part of a cycle. It also needs kt ≪ 1, which fails at the upper end of the integral. There, however, S² averages to 2/(kw)², so wave numbers above 1/t carry only about 2t/(πw) of the integral of S². A heater much wider than the film is thick makes that negligible.

Second, r² must be small. Its explicit form is

r² = (κ_f²k² + iΩκ_fC_f)/(κ_s²k² + iΩκ_sC_s).

The squared modulus is a ratio of two sums of positive terms, so it cannot exceed the larger of the two term-by-term ratios. Therefore |r²| is at most the larger of (κ_f/κ_s)² and κ_fC_f/(κ_sC_s). Both are small for a poor conductor with an ordinary heat capacity.

Third, rτ must be small. For a thin film,

rτ ≈ κ_f q_f² t/(κ_s q_s) = t(κ_f k² + iΩC_f)/(κ_s q_s).

At k = 0 its modulus is tC_f√(Ω/(κ_sC_s)). When k dominates it is (κ_f/κ_s)kt, again small for a poor conductor.

Under these conditions Z − Z_s ≈ t/κ_f, and equation (1) leaves one integral. With u = kw/2,

∫₀^∞ S² dk = (2/w) ∫₀^∞ (sin²u/u²) du.

Integrate by parts. The boundary term −sin²u/u vanishes at both ends, and the derivative of sin²u is sin 2u:

∫₀^∞ (sin²u/u²) du = ∫₀^∞ (sin 2u/u) du = π/2.

So the integral of S² is π/w, and

θ(film) − θ(bare) ≈ (P/π)(t/κ_f)(π/w) = Pt/(κ_f w). (3)

The added term is real and free of Ω. The flux P/w crosses a resistance t/κ_f, with too little room to spread and too little heat capacity to cause a lag.

**Q:** So the measured amplitude rises by Pt/(κ_f w) at every frequency?

**A:** Not if "amplitude" means the magnitude |θ|. Equation (3) adds to the complex amplitude, hence to its in-phase part. Write A for the added term. Then

|θ_bare + A|² − |θ_bare|² = 2A Re θ_bare + A²,

and factoring the left side as a difference of squares gives

|θ_bare + A| − |θ_bare| = (2A Re θ_bare + A²)/(|θ_bare + A| + |θ_bare|).

Since θ_bare has an out-of-phase part, this is less than A, and it varies with frequency because θ_bare does. The constant offset should be sought in the in-phase signal.

**Q:** How does the bare signal vary? If it were nearly constant too, I could not tell the two apart.

**A:** There are two useful limits. Let q₀ = √(iΩC_s/κ_s) = |q₀|exp(iπ/4), so that 1/|q₀| measures the thermal depth in the substrate.

If the heater is narrow compared with this depth, choose K with |q₀| ≪ K ≪ 1/w and split the integral in (1) there. Below K, S ≈ 1:

∫₀^K dk/√(k² + q₀²) ≈ ln(2K/q₀).

Above K, q₀ is negligible. With ε = Kw/2 the remainder is ∫ sin²u/u³ du from ε to ∞. Two integrations by parts give, for small ε,

½ + ½∫ (sin 2u/u²) du = ½ + 1 + ∫ (cos 2u/u) du.

The last integral from ε to ∞ tends to −γ − ln(2ε), where γ is Euler's constant. Since 2ε = Kw, the remainder is 3/2 − γ − ln(Kw). Adding both parts removes K:

θ_bare ≈ (P/πκ_s)[−ln(|q₀|w/2) + 3/2 − γ − iπ/4]. (4)

Because |q₀| ∝ √Ω, the in-phase part falls by (P/2πκ_s)ln 10 per decade of frequency, while the film term stays put.

If instead the heater is wide compared with the thermal depth, S² confines k to values far below |q₀|. Then Z_s(k) ≈ Z_s(0), and

θ_bare ≈ (P/w) exp(−iπ/4)/√(Ωκ_sC_s).

This is one-dimensional heat flow with a lag of 45°. The film result (3) needed neither limit. "Wide" refers to the film thickness, not to the thermal depth.

**Q:** Heat must still leak sideways near the heater's edges. How much does that cost?

**A:** It can be found for a film on a perfect heat sink at low frequency. Setting Z_s = 0 and q_f = k gives Z = tanh(kt)/(κ_f k). Put z = kt and use the expansion over the poles of tanh,

tanh z/z = Σ 2/(z² + a_n²), a_n = (n − ½)π, n = 1, 2, …

At z = 0 the sum equals 1. Subtracting term by term,

1 − tanh z/z = Σ 2z²/[a_n²(z² + a_n²)].

The fractional loss relative to (3) is (w/π)∫₀^∞ S²(1 − tanh z/z) dk. Here S² = 4t²sin²(zw/2t)/(w²z²) and dk = dz/t, so z² cancels:

loss = (8t/πw) Σ (1/a_n²) ∫₀^∞ sin²(zw/2t)/(z² + a_n²) dz.

Using sin²v = (1 − cos 2v)/2, each integral is (π/4a_n)[1 − exp(−a_n w/t)]. For w ≫ t the exponentials vanish, and

loss = (2t/w) Σ 1/a_n³.

The sum over odd integers is Σ 1/(2n−1)³ = 7ζ(3)/8, so Σ 1/a_n³ = (8/π³)(7ζ(3)/8) = 7ζ(3)/π³. Thus

loss = 14ζ(3)t/(π³w) ≈ 0.543 t/w. (5)

Spreading lowers the heater temperature. The coefficient 0.543 belongs to the uniform-flux model. A metal line evens out its temperature near the edges and loses more: the coefficient is about 0.8 for the 100 nm ruthenium line described below, and approaches 4 ln 2/π ≈ 0.88 for an isothermal line. For a line as narrow as the film is thick, the correction is no longer small and (3) should not be used.

**Q:** And must the film really conduct poorly? A resistance t/κ_f exists for any κ_f.

**A:** Suppose the film is identical to the substrate. Then r = 1 and (2) gives zero: a slightly thicker substrate is still a thick substrate. The resistance t/κ_f alone would predict a rise.

What is missing is sideways conduction and heat storage in the film. At low frequency, with a heater much narrower than the thermal depth and a very thin film, the storage is negligible, r → κ_f/κ_s and rτ → 0. Then

added amplitude ≈ (Pt/κ_f w)(1 − κ_f²/κ_s²).

The first term is the resistance to vertical flow. The second is the relief from heat carried sideways. For κ_f = κ_s/2 the factor is 0.75. Numerical integration for a 30 nm film, a 30 µm heater and a current frequency of 1 Hz, with equal heat capacities, gives 0.747.

**Q:** Give me numbers for a plausible sample.

**A:** Take a ruthenium line with w = 30 µm and P = 50 mW/mm, on a 300 nm film. As inputs, chosen rather than measured, I use κ_f = 1.3 W/(m K) and C_f = 1.7 MJ/(m³ K) for a silica-like film, and κ_s = 140 W/(m K) and C_s = 1.65 MJ/(m³ K) for a silicon-like substrate. Then

t/κ_f = (3.00×10⁻⁷ m)/(1.3 W/(m K)) = 2.308×10⁻⁷ m² K/W,
P/w = (50 W/m)/(3.00×10⁻⁵ m) = 1.667×10⁶ W/m²,
Pt/(κ_f w) = 0.3846 K = 384.6 mK.

Evaluating (1) with the full film impedance gives these values. Each pair lists the in-phase and out-of-phase parts in mK, and f = ω/2π is the current frequency.

f = 100 Hz: bare 429.2, −89.0; added 382.2, −0.2
f = 1 kHz: bare 298.7, −87.6; added 381.8, −1.0
f = 10 kHz: bare 171.9, −79.3; added 379.8, −5.2
f = 100 kHz: bare 69.0, −51.4; added 369.9, −28.1

From 100 Hz to 10 kHz the bare in-phase part falls by 257 mK and the added one by 2.4 mK. Equation (4) predicts a bare fall of 50 ln 10/(2π×140) K = 131 mK per decade; the first decade shows 130 mK. At 1 kHz the magnitude |θ| grows by 375.0 mK, less than the 381.8 mK added in phase.

A direct two-dimensional solution of the heat equation on a grid, without Fourier transforms, gives an added amplitude of 381.8, −1.0 mK at 1 kHz, in agreement with the table.

**Q:** The last row has an out-of-phase part of 28 mK. That is not frequency-independent.

**A:** No, and the conditions say why. Expanding tanh x ≈ x − x³/3 at k = 0 multiplies t/κ_f by

1 − iΩt²C_f/(3κ_f).

This is heat stored in the film while it crosses. In addition, 1/(1 + rτ) ≈ 1 − rτ, with

rτ ≈ exp(iπ/4) tC_f√(Ω/(κ_sC_s)) at k = 0.

Since rτ ≈ iΩC_f t Z_s at k = 0, its size is the fraction of the flux that the film would store if all of it followed the temperature of the substrate's surface. Both corrections have a negative imaginary part, so both add lag.

At 100 kHz, Ω = 4πf = 1.257×10⁶ s⁻¹ and the film's diffusion time t²C_f/κ_f is 0.118 µs. The first correction is then 4.9 % and the second 3.8 %, relative to (3). Edge spreading contributes 0.54 %, and κ_fC_f/(κ_sC_s) is 0.96 %. Adding the sizes without regard to phase gives an estimate of 10.2 %. The computed complex deviation from (3) is 8.3 %. At 1 kHz the estimate is 1.9 % and the deviation 0.8 %.

**Q:** Real samples have imperfect contacts, a finite wafer and a heater with its own heat capacity. Which of these spoils the result most?

**A:** Among the effects computed here, and up to 10 kHz, the contacts do. The chosen properties are close to those of thermally grown oxide on a silicon wafer near room temperature, and the dimensions suit a laboratory test line rather than a narrow wire in a circuit. A rough contact resistance of 10⁻⁸ m² K/W at each face of the film adds 33 mK at 1 kHz, or 8.6 % of (3). It is nearly in phase and so resembles extra film thickness. Ignoring it would give an apparent conductivity of 1.3/1.086 ≈ 1.20 W/(m K), about 8 % too low. Real contacts vary, and this error grows with their resistance.

At 100 Hz to 10 kHz the other effects are smaller for this sample. Give the ruthenium line a thickness of 100 nm, a conductivity of 60 W/(m K) and a heat capacity of 2.9 MJ/(m³ K), all rough. Its heat storage and sideways conduction together change the added amplitude at 1 kHz from 381.8, −1.0 mK to about 380.5, −1.8 mK. About 1 mK of the in-phase drop is the extra edge spreading of a conducting line. The storage grows with frequency: at 100 kHz the heater shifts the added amplitude by about −18, −38 mK, more in magnitude than the 32 mK from the contacts, though still less in phase. For a 500 µm wafer at 100 Hz, the bare in-phase signal is 420 mK with an insulated back and 439 mK with a perfect heat sink there, against 429 mK for infinite thickness. The added in-phase part remains 382.2 mK in all three cases, because the change in the substrate signal cancels almost entirely in the difference. This needs a reference with the same back face as the sample. Subtracting the infinite-thickness value instead gives 373 mK for the insulated back and 392 mK for the heat sink.

**Q:** Can the contacts be separated from the film at all?

**A:** Frequency will not do it while both terms are flat. Thickness can. With contact resistances R₁ and R₂ in series with the film, and under the conditions for (3),

w[θ(film) − θ(bare)]/P ≈ t/κ_f + R₁ + R₂.

Here θ(bare) is the calculated signal for a heater in perfect contact with the substrate. If films of several thicknesses share the same κ_f and the same contacts, a plot of the left side against t has slope 1/κ_f and intercept R₁ + R₂. The edge loss grows as t² and bends the plot unless it is corrected for: with the sample above at 1 kHz, uniform flux and contacts of 10⁻⁸ m² K/W each, a straight-line fit over 50 to 300 nm gives an intercept 2 % too high, and over 100 to 1000 nm 13 to 18 % too high for 3 to 20 evenly spaced thicknesses. Any error in θ(bare) passes into the intercept and leaves the slope alone. In the 50 to 300 nm fit, a value of κ_s that is 1 % too large in the reference raises the intercept error from 2 % to 9 %. At 100 Hz, a reference calculated for infinite thickness puts the intercept for a 500 µm wafer 25 % low with an insulated back and 31 % high with a heat sink. If κ_f itself changes with thickness, the plot is no longer a simple straight line with that meaning. A measured reference line without a film has a contact of its own, whose resistance must be added back to the difference.

Computed results

```
Power per length amplitude P: 50 mW/mm
Heater width w: 30 um; film t: 300 nm
Film: kappa 1.3 W/(m K), C 1.70 MJ/(m3 K)
Substrate: kappa 140 W/(m K), C 1.65 MJ/(m3 K)
Ru heater: 100 nm, kappa 60 W/(m K), C 2.9 MJ/(m3 K)
Heat flux P/w: 166.7 W/cm2
Film resistance t/kappa_f: 2.308e-07 m2 K/W
Film diffusion time t^2 C_f/kappa_f: 0.118 us
Formula P t/(kappa_f w): 384.62 mK = 0.3846 K
Pairs below: in-phase, out-of-phase part
Current frequency 100 Hz; depth 259.8 um
  bare substrate: 429.18, -89.04 mK
  added by film: 382.21, -0.22 mK
  growth of magnitude: 377.97 mK
  deviation from formula: 0.63 %; estimate 1.62 %
Current frequency 1000 Hz; depth 82.2 um
  bare substrate: 298.74, -87.58 mK
  added by film: 381.78, -1.02 mK
  growth of magnitude: 374.95 mK
  deviation from formula: 0.78 %; estimate 1.92 %
Current frequency 10000 Hz; depth 26.0 um
  bare substrate: 171.94, -79.31 mK
  added by film: 379.79, -5.19 mK
  growth of magnitude: 368.81 mK
  deviation from formula: 1.84 %; estimate 3.18 %
Current frequency 100000 Hz; depth 8.2 um
  bare substrate: 68.97, -51.44 mK
  added by film: 369.89, -28.12 mK
  growth of magnitude: 359.97 mK
  deviation from formula: 8.25 %; estimate 10.19 %
Direct solution, added at 1000 Hz: 381.80, -1.02 mK
Direct solution, added at 10000 Hz: 379.81, -5.19 mK
Logarithmic law, bare, 100 Hz: 429.13, -89.29 mK
Spreading coefficient 14 zeta(3)/pi^3: 0.5428
Spreading loss in the example: 0.54 %
Added/formula if kappa_f = kappa_s/2 (30 nm, 1 Hz): 0.7469
Each contact resistance (rough): 1e-08 m2 K/W
Two contacts add at 1000 Hz: 33.13, -0.06 mK
  relative to formula: 8.6 %
Ru storage shifts total at 1000 Hz: -0.27, -1.00 mK
Added by film with full Ru heater, 1000 Hz: 381.25, -1.83 mK
Wafer thickness: 500 um; effects at 100 Hz:
  insulated back, bare: 420.23, -89.30 mK
  insulated back, added by film: 382.22, -0.21 mK
  sink back, bare: 438.92, -88.39 mK
  sink back, added by film: 382.20, -0.24 mK
```
